# When a Thin Film Begins to Fill Its Second Subband: a numerical check

```python
# Result under test: at zero temperature the second subband of one valley
# ladder in a flat, hard-walled film starts to fill at the sheet density
#     n_c = (3 pi / 2) * g_v * (m_d / m_z) / t^2
# t: film thickness; g_v: number of equivalent valleys; spin degeneracy 2;
# m_z: mass across the film; m_d = sqrt(m_x m_y): in-plane density mass.
# Masses are in free-electron masses, energies in eV, lengths in m.
# "Main" ladder: heavy mass across the film. "Other" ladder: light mass.
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0, k as k_boltzmann, pi
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ellipkm1

# Rough typical inputs for a (100) silicon film between silicon dioxide layers
THICKNESS = 4e-9
HEAVY, LIGHT = 0.916, 0.19
MAIN_VALLEYS, OTHER_VALLEYS = 2, 4
FILM_EPS, OXIDE_EPS = 11.7, 3.9
BARRIER, OXIDE_MASS, OXIDE_WIDTH = 3.1, 0.5, 1e-9
BREAKDOWN = 10.0       # MV/cm, rough
ATOMIC_LAYER = 0.136e-9
TEMPERATURE = 300.0
FILM_LINKS = 400      # grid intervals across the film
KINETIC = hbar**2 / (2 * m_e * e)    # eV m^2


def threshold_formula(thickness, m_d, m_z, valleys):
    return 1.5 * pi * valleys * m_d / m_z / thickness**2


def level_formula(n, thickness, m_z):
    return KINETIC * (n * pi / thickness)**2 / m_z


def density_of_states(m_d, valleys):     # per eV per m^2
    return valleys * m_d * m_e * e / (pi * hbar**2)


def grid_levels(thickness, potential, mass, oxide_links, count):
    """Finite-difference levels; the mass may jump at the film surfaces."""
    step = thickness / FILM_LINKS
    masses = np.full(FILM_LINKS + 2 * oxide_links, OXIDE_MASS)
    masses[oxide_links:oxide_links + FILM_LINKS] = mass
    hop = KINETIC / (masses * step**2)
    return eigh_tridiagonal(hop[:-1] + hop[1:] + potential, -hop[1:-1],
                            select='i', select_range=(0, count - 1))


def counted_threshold(thickness, m_x, m_y, m_z, valleys, box):
    """List the box states, fill them in order, stop at the second subband."""
    levels, _ = grid_levels(thickness, np.zeros(FILM_LINKS - 1), m_z, 0, 3)
    gap = levels[1] - levels[0]
    unit = 2 * pi / box
    reach_x = int(1.2 * np.sqrt(gap * m_x / KINETIC) / unit) + 2
    reach_y = int(1.2 * np.sqrt(gap * m_y / KINETIC) / unit) + 2
    k_x = unit * np.arange(-reach_x, reach_x + 1)
    k_y = unit * np.arange(-reach_y, reach_y + 1)
    plane = KINETIC * (k_x[:, None]**2 / m_x + k_y[None, :]**2 / m_y)
    plane = plane.ravel()
    energies = np.concatenate([plane + level for level in levels])
    subband = np.repeat([1, 2, 3], plane.size)
    ordered = subband[np.argsort(energies)]
    filled_orbitals = np.argmax(ordered == 2)
    return 2 * valleys * filled_orbitals / box**2


def electron_bending(volume_density, step, relative_eps):
    """Electron potential energy (eV) between two equally charged gates."""
    enclosed = np.concatenate([[0.0], np.cumsum(volume_density) * step])
    slope = -e * (enclosed - enclosed[-1] / 2) / (epsilon_0 * relative_eps)
    return np.cumsum(slope * step)[:-1]


main_dos = density_of_states(LIGHT, MAIN_VALLEYS)
other_dos = density_of_states(np.sqrt(LIGHT * HEAVY), OTHER_VALLEYS)


def solved_threshold(thickness, with_oxide, with_charge):
    """Hold the Fermi level at the second main level; solve for the density."""
    step = thickness / FILM_LINKS
    oxide_links = int(round(OXIDE_WIDTH / step)) if with_oxide else 0
    links = FILM_LINKS + 2 * oxide_links
    outside = np.abs(np.arange(1, links) - links / 2) - FILM_LINKS / 2
    barrier = BARRIER * np.where(outside > 0, 1.0,
                                 np.where(outside == 0, 0.5, 0.0))
    relative_eps = np.full(links, OXIDE_EPS)
    relative_eps[oxide_links:oxide_links + FILM_LINKS] = FILM_EPS
    bending = np.zeros(links - 1)
    change = 0.0
    for _ in range(150):
        main, wave = grid_levels(thickness, barrier + bending, HEAVY,
                                 oxide_links, 2)
        other, other_wave = grid_levels(thickness, barrier + bending, LIGHT,
                                        oxide_links, 1)
        n_main = main_dos * (main[1] - main[0])
        n_other = other_dos * max(0.0, main[1] - other[0])
        if not with_charge:
            break
        volume = (n_main * wave[:, 0]**2 + n_other * other_wave[:, 0]**2) / step
        target = electron_bending(volume, step, relative_eps)
        change = np.max(np.abs(target - bending))
        bending = bending + 0.3 * (target - bending)
    assert change < 1e-7
    return {"total": n_main + n_other, "other": n_other,
            "gap": main[1] - main[0], "margin": other[0] - main[1],
            "levels": (main[0], main[1], other[0])}


# Levels from the grid against the standing-wave formula
levels, _ = grid_levels(THICKNESS, np.zeros(FILM_LINKS - 1), HEAVY, 0, 3)
for n in (1, 2, 3):
    assert abs(levels[n - 1] / level_formula(n, THICKNESS, HEAVY) - 1) < 1e-4

# Thickness law and mass-ratio law from explicit filling of box states.
# The tolerance covers the finite number of states in the box.
counted = {}
for thickness in (3e-9, 4e-9, 6e-9):
    counted[thickness] = counted_threshold(thickness, LIGHT, LIGHT, HEAVY,
                                           MAIN_VALLEYS, 2e-6)
    expected = threshold_formula(thickness, LIGHT, HEAVY, MAIN_VALLEYS)
    assert abs(counted[thickness] / expected - 1) < 5e-3
power = np.log(counted[6e-9] / counted[3e-9]) / np.log(2)
assert abs(power + 2) < 0.01
for m_x, m_y, m_z, valleys in ((LIGHT, HEAVY, LIGHT, OTHER_VALLEYS),
                               (0.4, 0.4, 0.4, 1)):
    count = counted_threshold(THICKNESS, m_x, m_y, m_z, valleys, 1e-6)
    expected = threshold_formula(THICKNESS, np.sqrt(m_x * m_y), m_z, valleys)
    assert abs(count / expected - 1) < 5e-3

# First-order change of the gap by the charge of the first subband
step = THICKNESS / FILM_LINKS
z = step * np.arange(1, FILM_LINKS)
first = 2 / THICKNESS * np.sin(pi * z / THICKNESS)**2
second = 2 / THICKNESS * np.sin(2 * pi * z / THICKNESS)**2
trial_density = 1e16
potential = electron_bending(trial_density * first, step,
                             np.full(FILM_LINKS, FILM_EPS))
numeric_shift = np.sum((second - first) * potential) * step
coefficient = 5 / (16 * pi**2)
formula_shift = (-coefficient * e * trial_density * THICKNESS
                 / (epsilon_0 * FILM_EPS))
assert abs(numeric_shift / formula_shift - 1) < 1e-3


def bending_parameter(thickness):
    return coefficient * e * thickness * main_dos / (epsilon_0 * FILM_EPS)


flat = threshold_formula(THICKNESS, LIGHT, HEAVY, MAIN_VALLEYS)
first_order = flat / (1 + bending_parameter(THICKNESS))
bent = solved_threshold(THICKNESS, False, True)
thin = 1e-9
thin_flat = threshold_formula(thin, LIGHT, HEAVY, MAIN_VALLEYS)
thin_bent = solved_threshold(thin, False, True)
# First-order theory: its error must be small, and smaller in the thin film
assert abs(first_order / bent["total"] - 1) < 0.05
thin_first_order = thin_flat / (1 + bending_parameter(thin))
assert abs(thin_first_order / thin_bent["total"] - 1) < 0.005
assert bent["total"] / flat < thin_bent["total"] / thin_flat < 1

# The other ladder is empty at threshold in the hard-walled film
hard = solved_threshold(THICKNESS, False, False)
assert hard["margin"] > 0 and hard["other"] == 0 and bent["other"] == 0
assert (LIGHT < HEAVY / 4) == (hard["margin"] > 0)

# Finite barrier: grid levels against the wave-matching condition
leaky = solved_threshold(THICKNESS, True, False)


def matched_level(n, mass):
    def mismatch(energy):
        inside = np.sqrt(mass * energy / KINETIC)
        decay = np.sqrt(OXIDE_MASS * (BARRIER - energy) / KINETIC)
        phase = np.arctan(inside * OXIDE_MASS / (decay * mass))
        return inside * THICKNESS + 2 * phase - n * pi
    return brentq(mismatch, 1e-6, 3.0)


for found, (n, mass) in zip(leaky["levels"],
                            ((1, HEAVY), (2, HEAVY), (1, LIGHT))):
    assert abs(found / matched_level(n, mass) - 1) < 2e-3
assert leaky["gap"] < hard["gap"]
combined = solved_threshold(THICKNESS, True, True)

# Thermal occupation at the flat-film threshold density
thermal = k_boltzmann * TEMPERATURE / e


def thermal_density(dos, level, fermi):
    return dos * thermal * np.logaddexp(0.0, (fermi - level) / thermal)


by_integral = quad(lambda x: 1 / (1 + np.exp(x - 1.5)), 0, 60)[0]
assert abs(thermal_density(1.0, 0.0, 1.5 * thermal) / thermal
           / by_integral - 1) < 1e-7
ladder_main = [level_formula(n, THICKNESS, HEAVY) for n in range(1, 7)]
ladder_other = [level_formula(n, THICKNESS, LIGHT) for n in range(1, 4)]


def occupations(fermi):
    return (np.array([thermal_density(main_dos, E, fermi) for E in ladder_main]),
            np.array([thermal_density(other_dos, E, fermi) for E in ladder_other]))


warm_fermi = brentq(lambda x: sum(part.sum() for part in occupations(x)) - flat,
                    -1.0, 1.0)
warm_main, warm_other = occupations(warm_fermi)

# Unscreened exchange at the Fermi circle of a film of zero thickness
rim_integral = quad(lambda r: 4 * r / (1 + r)
                    * ellipkm1(((1 - r) / (1 + r))**2), 0, 1)[0]
assert abs(rim_integral - 4) < 1e-6
fermi_wave = np.sqrt(2 * pi * flat / MAIN_VALLEYS)
exchange = (2 / pi) * e * fermi_wave / (4 * pi * epsilon_0 * FILM_EPS)

oxide_field = e * flat / (2 * epsilon_0 * OXIDE_EPS) / 1e8
target_density = 1e17
largest_thickness = np.sqrt(1.5 * pi * MAIN_VALLEYS * LIGHT / HEAVY
                            / target_density)
check = solved_threshold(largest_thickness, False, False)["total"]
assert abs(check / target_density - 1) < 1e-3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


CM = 1e16    # converts m^-2 to 10^12 cm^-2
DENSITY = "10^12 cm^-2"
show("film thickness", THICKNESS * 1e9, "nm")
show("heavy mass (across film, main ladder)", HEAVY, "m_e")
show("light mass (in plane, main ladder)", LIGHT, "m_e")
show("main ladder valleys", MAIN_VALLEYS)
show("other ladder valleys", OTHER_VALLEYS)
show("mass ratio m_d/m_z, main ladder", LIGHT / HEAVY)
show("first level, main ladder", ladder_main[0] * 1e3, "meV")
show("second level, main ladder", ladder_main[1] * 1e3, "meV")
show("gap, main ladder", (ladder_main[1] - ladder_main[0]) * 1e3, "meV")
show("first level, other ladder", ladder_other[0] * 1e3, "meV")
show("density of states, main ladder", main_dos / CM, "10^12 cm^-2 eV^-1")
show("flat-film threshold density", flat / CM, DENSITY)
show("flat-film threshold density", flat, "m^-2")
show("threshold times thickness squared", flat * THICKNESS**2)
for thickness, value in counted.items():
    show(f"threshold by counting states, {thickness*1e9:.0f} nm film",
         value / CM, DENSITY)
show("power of thickness from counting (3 and 6 nm)", power)
show("chosen density for thickness limit", target_density / CM, DENSITY)
show("greatest thickness at that density", largest_thickness * 1e9, "nm")
show("film relative permittivity", FILM_EPS)
show("bending parameter lambda", bending_parameter(THICKNESS))
show("threshold with first-order bending", first_order / CM, DENSITY)
show("threshold with self-consistent bending", bent["total"] / CM, DENSITY)
show("self-consistent/flat threshold, 4 nm", bent["total"] / flat)
show("self-consistent/flat threshold, 1 nm", thin_bent["total"] / thin_flat)
show("oxide barrier", BARRIER, "eV")
show("oxide mass", OXIDE_MASS, "m_e")
show("oxide width on each side", OXIDE_WIDTH * 1e9, "nm")
show("oxide relative permittivity", OXIDE_EPS)
for name, case in (("hard walls, flat", hard), ("hard walls, bent", bent),
                   ("finite barrier, flat", leaky),
                   ("finite barrier, bent", combined)):
    show(f"{name}: main gap", case["gap"] * 1e3, "meV")
    show(f"{name}: other first minus main second level",
         case["margin"] * 1e3, "meV", 3)
show("finite barrier, flat: total threshold", leaky["total"] / CM, DENSITY)
show("finite barrier, flat: part in other ladder", leaky["other"] / CM, DENSITY)
show("finite barrier, bent: total threshold", combined["total"] / CM, DENSITY)
show("finite barrier, bent: part in other ladder",
     combined["other"] / CM, DENSITY)
show("temperature of use", TEMPERATURE, "K")
show("thermal energy", thermal * 1e3, "meV")
show("warm share in second main subband", 100 * warm_main[1] / flat, "%", 3)
show("warm share in other ladder", 100 * warm_other.sum() / flat, "%", 3)
show("atomic layer thickness", ATOMIC_LAYER * 1e9, "nm")
thicker = threshold_formula(THICKNESS + ATOMIC_LAYER, LIGHT, HEAVY, MAIN_VALLEYS)
show("threshold change for one added layer", 100 * (thicker / flat - 1), "%", 3)
show("oxide field at flat threshold", oxide_field, "MV/cm", 3)
show("rough oxide breakdown field", BREAKDOWN, "MV/cm", 2)
show("unscreened exchange scale", exchange * 1e3, "meV", 2)
print("finished without a failed check")
```

Output:

```
film thickness: 4 nm
heavy mass (across film, main ladder): 0.916 m_e
light mass (in plane, main ladder): 0.19 m_e
main ladder valleys: 2
other ladder valleys: 4
mass ratio m_d/m_z, main ladder: 0.2074
first level, main ladder: 25.66 meV
second level, main ladder: 102.6 meV
gap, main ladder: 76.97 meV
first level, other ladder: 123.7 meV
density of states, main ladder: 158.7 10^12 cm^-2 eV^-1
flat-film threshold density: 12.22 10^12 cm^-2
flat-film threshold density: 1.222e+17 m^-2
threshold times thickness squared: 1.955
threshold by counting states, 3 nm film: 21.71 10^12 cm^-2
threshold by counting states, 4 nm film: 12.22 10^12 cm^-2
threshold by counting states, 6 nm film: 5.428 10^12 cm^-2
power of thickness from counting (3 and 6 nm): -2
chosen density for thickness limit: 10 10^12 cm^-2
greatest thickness at that density: 4.421 nm
film relative permittivity: 11.7
bending parameter lambda: 0.3109
threshold with first-order bending: 9.32 10^12 cm^-2
threshold with self-consistent bending: 9.57 10^12 cm^-2
self-consistent/flat threshold, 4 nm: 0.7833
self-consistent/flat threshold, 1 nm: 0.93
oxide barrier: 3.1 eV
oxide mass: 0.5 m_e
oxide width on each side: 1 nm
oxide relative permittivity: 3.9
hard walls, flat: main gap: 76.97 meV
hard walls, flat: other first minus main second level: 21.1 meV
hard walls, bent: main gap: 60.29 meV
hard walls, bent: other first minus main second level: 39 meV
finite barrier, flat: main gap: 70.71 meV
finite barrier, flat: other first minus main second level: -8.99 meV
finite barrier, bent: main gap: 54.88 meV
finite barrier, bent: other first minus main second level: 3.66 meV
finite barrier, flat: total threshold: 17.49 10^12 cm^-2
finite barrier, flat: part in other ladder: 6.269 10^12 cm^-2
finite barrier, bent: total threshold: 8.712 10^12 cm^-2
finite barrier, bent: part in other ladder: 0 10^12 cm^-2
temperature of use: 300 K
thermal energy: 25.85 meV
warm share in second main subband: 9.97 %
warm share in other ladder: 21 %
atomic layer thickness: 0.136 nm
threshold change for one added layer: -6.47 %
oxide field at flat threshold: 2.83 MV/cm
rough oxide breakdown field: 10 MV/cm
unscreened exchange scale: 49 meV
finished without a failed check
```
